\section*{Debye–Hückel free energy of a dilute electron gas, derived two ways, part 2}

We seek the leading effect of the Coulomb repulsion on the free energy $F$ of a dilute, hot gas of $N$ spin-$\frac12$ electrons in a volume $\mathcal V$ with a rigid neutralising background. Hartree atomic units with $k_B=1$ are used, with $n=N/\mathcal V$, $T=1/\beta$, $v(q)=4\pi/q^2$, $\varepsilon_{\mathbf k}=k^2/2$, $\Lambda=\sqrt{2\pi\beta}$, $\omega_p=\sqrt{4\pi n}$ and $\eta=\kappa\sqrt\beta=\beta\omega_p$. For semiconductor carriers, $m^*$ is the effective mass and $\epsilon_r$ the dielectric constant. Second-order perturbation theory diverges:
\begin{equation}
f^{(2)}=-\frac{\beta n}{4}\int\frac{d^3q}{(2\pi)^3}\frac{(4\pi)^2}{q^4}
=-2\beta n\int\frac{dq}{q^2}=-\frac{\kappa^2}{2\pi}\int\frac{dq}{q^2},
\qquad \kappa^2=4\pi n\beta .
\label{eq:second}
\end{equation}
The random phase approximation gives the interaction free energy per electron as $f_x+f_{\rm ring}$,
\begin{align}
f_x&=\frac12\int\frac{d^3q}{(2\pi)^3}\,v(q)\,[S_0(q)-1]=\frac1\pi\int_0^\infty dq\,[S_0(q)-1],\label{eq:fx}\\
f_{\rm ring}&=\frac{T}{2n}\sum_l\int\frac{d^3q}{(2\pi)^3}\,h(v\Pi)=\frac{T}{4\pi^2n}\sum_l\int_0^\infty dq\,q^2\,h\!\left(\frac{4\pi\Pi(q,i\nu_l)}{q^2}\right),\label{eq:ring}
\end{align}
with $h(y)=\ln(1+y)-y$, $\nu_l=2\pi lT$ and the ideal structure factor $S_0(q)=C_0(q,0)/n$, where
\begin{equation}
C_0(q,\tau)=2\int\frac{d^3k}{(2\pi)^3}\,n_{\mathbf k}(1-n_{\mathbf k+\mathbf q})\,e^{-\tau\Delta}.
\label{eq:C0}
\end{equation}
Here $\Delta=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}$, and $n_{\mathbf k}$ is the occupation at the ideal chemical potential $\mu_0$, with fugacity $z=e^{\beta\mu_0}$. The ideal polarisation is
\begin{equation}
\Pi=2\int\frac{d^3k}{(2\pi)^3}\,\left(n_{\mathbf k-\mathbf q/2}-n_{\mathbf k+\mathbf q/2}\right)\frac{\mathbf k\cdot\mathbf q}{(\mathbf k\cdot\mathbf q)^2+\nu_l^2},
\label{eq:sym}
\end{equation}
whose integrand is nowhere negative. For Boltzmann statistics, $n_{\mathbf k}=ze^{-\beta k^2/2}$, $n=2z/\Lambda^3$ and, with $x=q\sqrt{\beta/8}$,
\begin{equation}
\Pi=n\beta\,\varphi_l(x),\qquad
\varphi_l(x)=\int_0^1ds\,\cos(2\pi ls)\,e^{-4x^2s(1-s)} ,
\label{eq:phi}
\end{equation}
where $0<\varphi_0\le1$. For Fermi statistics with $z<1$,
\begin{equation}
\Pi(q,i\nu_l)=\frac{2\beta}{\Lambda^3}\sum_{j\ge1}(-1)^{j+1}\frac{z^j}{\sqrt j}\,\varphi_{jl}(x\sqrt j).
\label{eq:series}
\end{equation}
Let $f_0$ be the $l=0$ term of $f_{\rm ring}$ and $f_1$ the sum of the others. The result to be derived for $n\Lambda^3\ll1$ and $\eta\ll1$ is
\begin{equation}
f_0=-\frac\kappa3\left[1-c_0\eta+\frac{\eta^2}{8}-\frac32\,\frac{n\Lambda^3}{2^{5/2}}+\dots\right],
\qquad c_0=\frac{(5\sqrt2-4)\sqrt\pi}{16}.
\label{eq:main}
\end{equation}
The parameters are related by
\begin{equation}
\eta=\beta\kappa\,\sqrt T,\qquad
\eta^2=4\pi n\beta^2=\frac{4\pi}{(2\pi)^{3/2}}\,n\Lambda^3\sqrt\beta=\sqrt{\frac2\pi}\;n\Lambda^3\sqrt\beta .
\label{eq:params}
\end{equation}
A program checks the results numerically.

\subsection{Why the zero frequency is special}

The argument of $h$ is $v\Pi=4\pi\Pi/q^2$, so everything depends on whether $\Pi$ vanishes as $q\to0$. For $l\neq0$, dropping $(\mathbf k\cdot\mathbf q)^2$ from the denominator of Eq.~(\ref{eq:sym}) can only increase the positive integrand. The remaining integral is elementary: shifting the variable in each term gives $2\int d^3p\,(2\pi)^{-3}n_{\mathbf p}[(\mathbf p+\mathbf q/2)-(\mathbf p-\mathbf q/2)]\cdot\mathbf q=nq^2$. Hence, for either statistics and all $q$,
\begin{equation}
\Pi(q,i\nu_l)\le\frac{nq^2}{\nu_l^2},\qquad
v\Pi\le\frac{4\pi n}{\nu_l^2}=\frac{\omega_p^2}{\nu_l^2}=\frac{\eta^2}{4\pi^2l^2}\qquad(l\neq0),
\label{eq:bound}
\end{equation}
and the bound is approached as $q\to0$, where the dropped term is negligible against $\nu_l^2$. The factor $q^2$ expresses particle conservation: a nearly uniform potential that varies in time cannot move charge over a long wavelength. It cancels the Coulomb singularity, so for $\eta\ll1$ each $l\neq0$ term is an ordinary, rapidly convergent perturbation series.

For $l=0$ the integrand of Eq.~(\ref{eq:sym}) is a difference quotient, $(n_{\mathbf k-\mathbf q/2}-n_{\mathbf k+\mathbf q/2})/(\mathbf k\cdot\mathbf q)\to-\partial n_{\mathbf k}/\partial\varepsilon=\partial n_{\mathbf k}/\partial\mu$, so
\begin{equation}
\Pi(q\to0,0)=\left(\frac{\partial n}{\partial\mu}\right)_T ,
\label{eq:compr}
\end{equation}
which is $n\beta$ for a Boltzmann gas, in agreement with $\varphi_0(0)=1$. A static potential of long wavelength acts as a local shift of the chemical potential, and the density follows it. Thus $v\Pi\to\kappa^2/q^2$ is unbounded at $l=0$ alone. The second-order part of that term is $(T/4\pi^2n)\int q^2(-\kappa^4/2q^4)\,dq=-(\kappa^2/2\pi)\int dq/q^2$, which is the divergence of Eq.~(\ref{eq:second}) with the same coefficient. Both limits, Eq.~(\ref{eq:compr}) and $\Pi\to nq^2/\nu_l^2$, are tested numerically.

\subsection{The Debye integral}

Take Boltzmann statistics first and set $q=\kappa t$, so that $x=\eta t/\sqrt8$ and $v\Pi=\varphi_0/t^2$. The $l=0$ term of Eq.~(\ref{eq:ring}) is
\begin{equation}
f_0=\frac{T\kappa^3}{4\pi^2n}\int_0^\infty dt\,t^2\,h\!\left(\frac{\varphi_0(\eta t/\sqrt8)}{t^2}\right),
\qquad \frac{T\kappa^3}{4\pi^2n}=\frac{T\kappa\cdot4\pi n\beta}{4\pi^2n}=\frac\kappa\pi .
\label{eq:f0}
\end{equation}
Apart from the factor $\kappa$ this depends on $\eta$ alone. Because $0<\varphi_0\le1$ and $|h|$ increases with its argument, the integrand is bounded in magnitude by $t^2|h(t^{-2})|$, which tends to 1 at $t\to0$, falls as $1/(2t^2)$ at large $t$ and is integrable. At each fixed $t$, $\varphi_0\to1$ as $\eta\to0$. Dominated convergence then allows the limit to be taken inside, and it leaves
\begin{equation}
J=\int_0^\infty dt\left[t^2\ln(1+t^{-2})-1\right].
\end{equation}
Integrate the logarithm by parts, using $d\ln(1+t^{-2})/dt=-2/[t(1+t^2)]$ and $t^2/(1+t^2)=1-1/(1+t^2)$:
\begin{align}
\int dt\left[t^2\ln(1+t^{-2})-1\right]&=\frac{t^3}3\ln(1+t^{-2})+\frac23\int\frac{t^2\,dt}{1+t^2}-t\nonumber\\
&=\frac{t^3}3\ln(1+t^{-2})-\frac t3-\frac23\arctan t .
\end{align}
At $t=0$ all terms vanish. At large $t$, $t^3\ln(1+t^{-2})=t-1/(2t)+\dots$, so the first two terms cancel and $J=-\frac23\cdot\frac\pi2=-\pi/3$; quadrature gives $-1.04719755$. Therefore
\begin{equation}
f_0\to\frac\kappa\pi\left(-\frac\pi3\right)=-\frac\kappa3,\qquad nf_0\to-\frac{T\kappa^3}{12\pi}\qquad(\eta\to0).
\end{equation}
The same bound shows that for Boltzmann statistics $|f_0|\le\kappa/3$ at every $\eta$: diffraction can only weaken the static term. In Gaussian units for carriers in a dielectric the limit reads $-e^2\kappa/3\epsilon_r$ with $\kappa^2=4\pi ne^2/\epsilon_rT$. Neither $\hbar$ nor $m^*$ appears; they enter only through $\eta$ and $n\Lambda^3$.

\subsection{Diffraction corrections to the zero-frequency term}

Let $r_0=f_0/(-\kappa/3)$ and $\delta=\varphi_0-1\le0$, a function of $\eta t$ only. Expanding the exponential in Eq.~(\ref{eq:phi}) with $\int_0^1s(1-s)ds=\frac16$ and $4x^2=\eta^2t^2/2$ gives $\delta=-\eta^2t^2/12+O(\eta^4t^4)$, while $\delta\to-1$ for $\eta t\gg1$. Subtracting the limit, and using $(t^2+1+\delta)/(t^2+1)=1+\delta/(1+t^2)$,
\begin{equation}
r_0-1=-\frac3\pi\int_0^\infty dt\left[t^2\ln\!\left(1+\frac{\delta}{1+t^2}\right)-\delta\right].
\end{equation}
The quantity $|\delta|/(1+t^2)$ is at most $\eta^2/12$ for all $t$, since $1-e^{-a}\le a$ implies $|\delta|\le\eta^2t^2/12$, so the logarithm may be expanded. The linear term combines with $-\delta$ into $-\delta/(1+t^2)$, and $1/(1+t^2)=1/t^2-1/[t^2(1+t^2)]$ splits it as
\begin{equation}
-\int\frac{\delta\,dt}{1+t^2}=-\int\frac{\delta}{t^2}dt+\int\frac{\delta/t^2}{1+t^2}dt .
\end{equation}
In the last integral $\delta/t^2=-\eta^2/12+\eta^2\gamma(\eta t)$, where $\gamma(s)$ grows as $s^2$ at small $s$ and is bounded. The constant gives $-(\eta^2/12)(\pi/2)=-\pi\eta^2/24$, and the remainder is smaller than $\eta^2\int\gamma(\eta t)\,dt/t^2=\eta^3\int\gamma(s)\,ds/s^2$, which converges. The quadratic term is $-t^2\delta^2/[2(1+t^2)^2]$. It differs from $-\delta^2/2t^2$ by $\delta^2(1+2t^2)/[2t^2(1+t^2)^2]\le\delta^2/t^4$, whose integral scales as $\eta^3$ and converges because $\delta\sim s^2$ at small $s$. The cubic and higher terms are bounded by a constant times $|\delta|^3/t^4$, again of order $\eta^3$. Since $\delta+\delta^2/2=(\varphi_0^2-1)/2$,
\begin{equation}
r_0-1=\frac3{2\pi}\int_0^\infty\frac{\varphi_0^2-1}{t^2}\,dt+\frac{\eta^2}8+O(\eta^3).
\label{eq:r0}
\end{equation}
The remaining integral is exactly linear in $\eta$ by scaling and comes from $q\sim1/\sqrt\beta$. It is the second-order term $-(v\Pi)^2/2$ with its classical part removed: at distances of the order of the thermal length the electrons are smeared out and the interaction is weaker than $1/r$. To evaluate it, integrate by parts,
\begin{equation}
\int_0^\infty\frac{e^{-bt^2}-1}{t^2}dt=\left[-\frac{e^{-bt^2}-1}{t}\right]_0^\infty-2b\int_0^\infty e^{-bt^2}dt=-\sqrt{\pi b},
\label{eq:gauss}
\end{equation}
and write $\varphi_0^2$ as a double integral with $b=(\eta^2/2)[s(1-s)+s'(1-s')]$. The integral in Eq.~(\ref{eq:r0}) becomes $-\eta\sqrt{\pi/2}\,G$, where, with $s=\frac12+u$ and $s'=\frac12+u'$,
\begin{equation}
G=\int_{-1/2}^{1/2}\!du\int_{-1/2}^{1/2}\!du'\,\sqrt{\tfrac12-u^2-u'^2}.
\end{equation}
This is the volume under a hemisphere of radius $R=1/\sqrt2$ above a square of half side $d=\frac12$ whose corners lie on the equator. It equals the hemisphere, $2\pi R^3/3$, minus four half caps beyond $|u|=d$ or $|u'|=d$, which do not overlap because $u^2+u'^2\le R^2=2d^2$. A full cap has volume $\int_d^R\pi(R^2-u^2)du=(\pi/3)(2R^3-3R^2d+d^3)$. Then
\begin{equation}
G=\frac{2\pi}3\left(-R^3+3R^2d-d^3\right)=\frac{2\pi}3\left(-\frac{\sqrt2}4+\frac34-\frac18\right)=\frac{\pi(5-2\sqrt2)}{12},
\end{equation}
which quadrature confirms as $0.568516$, and
\begin{equation}
c_0=\frac3{2\pi}\sqrt{\frac\pi2}\,G=\frac{\sqrt\pi\,(5-2\sqrt2)}{8\sqrt2}=\frac{(5\sqrt2-4)\sqrt\pi}{16}=0.340208 .
\end{equation}
At $\eta=0.01$ the expansion gives $1-0.00340208+0.0000125=0.9966104$, and the numerical integral of Eq.~(\ref{eq:f0}) gives $0.9966104$; the linear and the quadratic coefficient are tested separately.

\subsection{The nonzero frequencies}

By Eq.~(\ref{eq:bound}) the argument of $h$ is at most $\eta^2/4\pi^2$ for $l\neq0$, so $h=-y^2/2$ holds with a relative error of order $\eta^2$, and
\begin{equation}
r_1=\frac{f_1}{-\kappa/3}=\frac3{2\pi}\int_0^\infty\frac{dt}{t^2}\sum_{l\neq0}\varphi_l^2 .
\end{equation}
The $\varphi_l$ are the Fourier coefficients of $e^{-\eta^2t^2s(1-s)/2}$ on the unit interval, so Parseval's theorem gives $\sum_l\varphi_l^2=\int_0^1e^{-\eta^2t^2s(1-s)}ds$ for the sum over all $l$. Equation~(\ref{eq:gauss}) with $b=\eta^2s(1-s)$ and the area of a semicircle of radius $\frac12$, $\int_0^1\sqrt{s(1-s)}\,ds=\pi/8$, give $\int(\sum_l\varphi_l^2-1)\,dt/t^2=-\eta\sqrt\pi\,\pi/8$. Subtracting the $l=0$ part,
\begin{equation}
r_1=\left(c_0-\frac3{2\pi}\cdot\frac{\pi\sqrt\pi}8\right)\eta=\left(c_0-\frac{3\sqrt\pi}{16}\right)\eta=c_1\eta,
\qquad c_1=\frac{(5\sqrt2-7)\sqrt\pi}{16}=0.007873 .
\end{equation}
The numerical frequency sum at $\eta=0.01$ gives $r_1=7.8728\times10^{-5}$. The whole Boltzmann ring sum is $-(\kappa/3)[1-(3\sqrt\pi/16)\eta+\eta^2/8+\dots]$ with $3\sqrt\pi/16=0.332335$. The nonzero frequencies vanish relative to the static term linearly in $\eta$, and their contribution offsets the static diffraction term $c_0\eta$ by only the fraction $c_1/c_0\approx0.02$.

\subsection{Degeneracy and exchange}

For Fermi statistics with $z\ll1$, Eq.~(\ref{eq:series}) shows that $\Pi(q,0)$ still varies on the scale $q\sim1/\sqrt\beta$, so for $q\sim\kappa$ it can be replaced by its value (\ref{eq:compr}). The Debye integral is then unchanged except that $\kappa^2\to\kappa_s^2=4\pi\,\partial n/\partial\mu$, and $f_0\to-T\kappa_s^3/(12\pi n)=-(\kappa/3)(\kappa_s/\kappa)^3$. From $n=(2/\Lambda^3)(z-z^2/2^{3/2}+\dots)$ and $\partial/\partial\mu=\beta z\,\partial/\partial z$,
\begin{equation}
\frac{\partial n}{\partial\mu}=\frac{2\beta}{\Lambda^3}\left(z-\frac{2z^2}{2^{3/2}}\right)=n\beta\left(1-\frac z{2^{3/2}}\right)=n\beta\left(1-\frac{n\Lambda^3}{2^{5/2}}\right)
\end{equation}
to first order in $z\approx n\Lambda^3/2$. Pauli blocking makes the gas stiffer and the screening weaker. Raising the bracket to the power $\frac32$ gives the last term of Eq.~(\ref{eq:main}). The omitted terms are of order $\eta^3$, $\eta\,n\Lambda^3$ and $(n\Lambda^3)^2$. At $T=1$ and $\eta=0.01$, where $n\Lambda^3$ is of order $\eta^2$ by Eq.~(\ref{eq:params}), the program asserts that the Fermi ring integral agrees with Eq.~(\ref{eq:main}) to better than $\eta^3$.

The exchange term follows from Eq.~(\ref{eq:C0}) at $\tau=0$: $S_0-1=-(2/n)\int d^3k\,(2\pi)^{-3}n_{\mathbf k}n_{\mathbf k+\mathbf q}$. With Boltzmann occupations and the symmetric shift, the product is $z^2e^{-\beta k^2}e^{-\beta q^2/4}$, and $\int d^3k\,(2\pi)^{-3}e^{-\beta k^2}=1/(2^{3/2}\Lambda^3)$, so $S_0-1=-(n\Lambda^3/2^{5/2})e^{-\beta q^2/4}$. With $\int_0^\infty e^{-\beta q^2/4}dq=\sqrt{\pi T}$, Eq.~(\ref{eq:fx}) gives
\begin{equation}
f_x=-\frac{n(2\pi\beta)^{3/2}}{2^{5/2}}\sqrt{\frac T\pi}=-\frac{\pi n\beta}2=-\frac{\kappa^2}8 .
\end{equation}
Its ratio to the Debye term is $3\kappa/8$ with $\kappa$ in inverse Bohr radii. At fixed $T$ it vanishes as $\sqrt n$. Since $\kappa^2=\sqrt{2/\pi}\,n\Lambda^3\sqrt T$, a weakly degenerate gas at $T\gg1$ can nevertheless have an exchange term comparable with the Debye term; $-\kappa/3$ is the leading correlation term, and the leading interaction term only when the Debye length exceeds the Bohr radius by a wide margin.

\subsection{Fixed density and fixed chemical potential}

The derivation was made at fixed $n$. If the same expression is read instead as a correction to the grand potential at fixed $\mu$,
\begin{equation}
\frac{\Omega(\mu)}{\mathcal V}=-Tn_0(\mu)-\frac{T\kappa_0(\mu)^3}{12\pi},\qquad n_0=\frac{2e^{\beta\mu}}{\Lambda^3},\quad\kappa_0^2=4\pi n_0\beta,
\end{equation}
the free energy is $F=\max_\mu(\Omega+\mu N)$. Put $\beta\mu=\beta\mu_0+\xi$ with $n_0(\mu_0)=n$, and $\alpha=\beta\kappa$. Then $n_0=ne^\xi$, $\kappa_0^3=\kappa^3e^{3\xi/2}$, $\kappa^3/(12\pi n)=\alpha/3$, and
\begin{equation}
\beta f-\beta\mu_0=\max_\xi\left[\xi-e^\xi-\frac\alpha3e^{3\xi/2}\right]
=\max_\xi\left[-1-\frac\alpha3-\frac{\alpha\xi}2-\frac{\xi^2}2-\frac{\xi^3}6-\frac{3\alpha\xi^2}8-\dots\right].
\end{equation}
The quadratic part is stationary at $\xi=-\alpha/2$, where it equals $\alpha^2/4-\alpha^2/8=\alpha^2/8$; the cubic terms evaluated there give $\alpha^3/48-3\alpha^3/32=-7\alpha^3/96$, and the shift of the stationary point enters only at order $\alpha^4$. The two readings agree on $-\kappa/3$ and differ by $+(\beta\kappa^2/8)(1-7\alpha/12)$. A numerical maximisation at $\alpha=0.010$ gives the bracket as $0.9942$. Relative to $\kappa/3$ the difference is $3\beta\kappa/8$. It is not an improvement on either reading; it shows that terms of relative order $\beta\kappa$ are not fixed by the ring approximation.

\section{Second derivation: the classical screening cloud}

\subsection{Linearised Poisson--Boltzmann equation}

Now treat the electrons as classical point particles from the start. Fix one at the origin. The mean density of the others is $ng(r)$, and $\psi(r)$ denotes the mean electrostatic energy of an electron at $r$ in the field of the fixed electron, the other electrons and the background. Averaging Poisson's equation over the positions of the other electrons is exact:
\begin{equation}
\nabla^2\psi=-4\pi\left[\delta(\mathbf r)+n\,(g(r)-1)\right].
\label{eq:poisson}
\end{equation}
The pair function can always be written as $g=e^{-\beta W}$, which defines the potential of mean force $W$. The first assumption is $W=\psi$: the second electron feels the average field around the first, and its own presence does not rearrange the cloud. The second assumption is $\beta\psi\ll1$ where it matters, so that $g-1=-\beta\psi$. Equation~(\ref{eq:poisson}) becomes $(\nabla^2-\kappa^2)\psi=-4\pi\delta(\mathbf r)$ with $\kappa^2=4\pi n\beta$. For $r>0$ the function $r\psi$ obeys $(r\psi)''=\kappa^2r\psi$; decay at infinity excludes $e^{+\kappa r}$, and the point source requires $r\psi\to1$ at the origin. Hence
\begin{equation}
\psi=\frac{e^{-\kappa r}}r,\qquad g-1=-\frac{\beta e^{-\kappa r}}r .
\end{equation}
The cloud holds $n\int(g-1)d^3r=-\kappa^2\int_0^\infty re^{-\kappa r}dr=-1$ electron, so it neutralises the central charge exactly. The potential that the cloud produces at the origin is
\begin{equation}
\psi_{\rm ind}(0)=n\int d^3r\,\frac{g-1}r=-4\pi n\beta\int_0^\infty e^{-\kappa r}dr=-\kappa ,
\label{eq:ind}
\end{equation}
in agreement with $\lim_{r\to0}(\psi-1/r)$. It is the potential of one missing electron at the distance $1/\kappa$. Each pair is shared between two electrons, so the potential energy per electron is $u=\frac12\psi_{\rm ind}(0)=-\kappa/2$.

The zero-frequency ring term has been shown to tend to $-\kappa/3$ for $\eta\ll1$ and $n\Lambda^3\ll1$, with its leading corrections, and the classical screening cloud has given the energy $-\kappa/2$ per electron. It remains to turn this energy into a free energy, to compare what the two derivations assume, and to work through a numerical example.

All numerical values are calculated from the stated model.
